\section*{Ozone flux to a reactive wafer through a film with decay}

\section{A film that both supplies and destroys ozone}

A wafer is wetted by a thin film of water, and ozone gas flows over the film. Ozone dissolves at the gas side, diffuses through the liquid and oxidizes contamination on the wafer. On its way it also decomposes in the liquid. A thicker film therefore harms delivery twice: the diffusion path is longer, and more ozone is lost along it. The first effect exists for any dissolved species. The question is at what thickness the second one halves the flux that diffusion alone would deliver.

Let $z$ run from the gas side, $z=0$, to the wafer, $z=h$. The film is stagnant and laterally uniform, and the following is assumed.
\begin{itemize}
\item The liquid at $z=0$ is in equilibrium with the gas, at a fixed concentration $C_0$. Resistance on the gas side is neglected at first.
\item Ozone diffuses with constant diffusivity $D$ and is lost in the liquid at the rate $kC$ per volume, with constant $k$.
\item The wafer consumes ozone at the rate $k_sC(h)$ per area. The surface rate constant $k_s$ has the unit of a velocity.
\item The state is steady, and the products of the decay do not themselves clean the wafer.
\end{itemize}
Fluxes are positive towards the wafer. The flux reaching the wafer is $J_w$, and the flux entering from the gas is $J_0$.

The wafer flux falls smoothly with $h$, so a threshold needs a definition. Let $J_{nd}$ be the wafer flux in the same film with the decay switched off. Decay is said to control delivery when it removes more than half of this flux. With the delivery ratio $\varphi=J_w/J_{nd}$, the threshold thickness $h_*$ is given by
\begin{equation}
\varphi(h_*)=\tfrac12 .
\label{eq:def}
\end{equation}

\section{First derivation: the concentration profile}

\subsection{Solving for the flux}

The diffusive flux is $-D\,dC/dz$. In a steady slice, what enters minus what leaves equals what decays, so
\begin{equation}
D\frac{d^2C}{dz^2}=kC,\qquad C(0)=C_0,\qquad -D\frac{dC}{dz}\Big|_{h}=k_sC(h).
\label{eq:bvp}
\end{equation}
The equation contains one length, the decay length $\lambda=\sqrt{D/k}$. It is convenient to measure distance from the wafer in this unit, $y=(h-z)/\lambda$, because the surface condition then sits at $y=0$. The general solution is
\begin{equation}
C=a\cosh y+b\sinh y,\qquad
-D\frac{dC}{dz}=\frac{D}{\lambda}\left(a\sinh y+b\cosh y\right),
\label{eq:general}
\end{equation}
where the minus sign of the flux has cancelled against $dy/dz=-1/\lambda$.

At the wafer, $C=a$ and the flux is $Db/\lambda$. The surface condition gives $Db/\lambda=k_sa$, or
\begin{equation}
b=\beta a,\qquad \beta=\frac{k_s\lambda}{D}=\frac{k_s}{\sqrt{kD}} .
\end{equation}
The number $\beta$ compares the surface rate constant with the velocity $D/\lambda$ of diffusion over one decay length. At the gas side $y=H$ with $H=h/\lambda$, and $C=C_0$ fixes
\begin{equation}
a=\frac{C_0}{u(H)},\qquad u(H)=\cosh H+\beta\sinh H .
\end{equation}
The two fluxes follow from $J_w=k_sa$ and from \eqref{eq:general} at $y=H$:
\begin{equation}
J_w=\frac{k_sC_0}{\cosh H+\beta\sinh H},\qquad
J_0=\frac{DC_0}{\lambda}\,\frac{\sinh H+\beta\cosh H}{\cosh H+\beta\sinh H}.
\label{eq:fluxes}
\end{equation}
Integrating \eqref{eq:bvp} over the film gives $J_0-J_w=\int_0^h kC\,dz$: the difference of the two fluxes is the ozone that decays.

\subsection{The threshold}

Without decay the flux is the same at every depth. The concentration drop across the liquid is $J_{nd}h/D$, and the concentration left at the wafer is $J_{nd}/k_s$. Their sum is $C_0$, hence
\begin{equation}
J_{nd}=\frac{C_0}{1/k_s+h/D}=\frac{k_sC_0}{1+\beta H},
\label{eq:nd}
\end{equation}
since $k_sh/D=\beta H$. Dividing $J_w$ by $J_{nd}$,
\begin{equation}
\varphi=\frac{1+\beta H}{\cosh H+\beta\sinh H},
\label{eq:phi}
\end{equation}
and the condition $\varphi=\tfrac12$ becomes an equation for $H_*=h_*/\lambda$:
\begin{equation}
\boxed{\;\cosh H_*+\beta\sinh H_*=2\,(1+\beta H_*),\qquad h_*=H_*\sqrt{D/k}\;}
\label{eq:threshold}
\end{equation}

This equation has one positive root. To see it, differentiate \eqref{eq:phi}. With $u'=\sinh H+\beta\cosh H$,
\begin{align}
u^2\frac{\partial\varphi}{\partial H}
&=\beta u-(1+\beta H)u' \nonumber\\
&=\beta\cosh H+\beta^2\sinh H-\sinh H-\beta\cosh H-\beta H\sinh H-\beta^2H\cosh H \nonumber\\
&=-(1+\beta H)\sinh H-\beta^2\left(H\cosh H-\sinh H\right).
\end{align}
The function $H\cosh H-\sinh H$ vanishes at $H=0$ and has the derivative $H\sinh H>0$, so it is positive for $H>0$. Thus $\varphi$ falls steadily from 1 at $H=0$. It tends to zero because $u$ grows exponentially and $1+\beta H$ only linearly. It passes $\tfrac12$ once.

The same function decides how the root depends on the surface:
\begin{equation}
u^2\frac{\partial\varphi}{\partial\beta}
=H(\cosh H+\beta\sinh H)-(1+\beta H)\sinh H
=H\cosh H-\sinh H>0 .
\end{equation}
At fixed $H$ a more reactive surface raises $\varphi$, so a larger $H$ is needed to bring it down to one half. Hence $H_*$ increases with $\beta$ and lies between two limits:
\begin{align}
\beta\to0:&\quad \cosh H_*=2, & H_*&\to1.317,\\
\beta\to\infty:&\quad \sinh H_*=2H_*, & H_*&\to2.177 .
\end{align}
Within this model the threshold is thus between $1.3$ and $2.2$ decay lengths, whatever the value of $k_s$. These bounds need a first-order surface reaction and a fixed $C_0$; a saturating or higher-order surface can lie outside them. The concentration $C_0$ does not enter because decay and surface reaction are both first order.

\subsection{Thin and thick films}

From \eqref{eq:phi}, $1/\varphi-1=[(\cosh H-1)+\beta(\sinh H-H)]/(1+\beta H)$. For $H\ll1$ the leading terms of the two brackets give
\begin{equation}
\frac{J_{nd}}{J_w}-1\simeq\frac{H^2/2+\beta H^3/6}{1+\beta H}.
\label{eq:thin}
\end{equation}
The correction is quadratic in $H$ in both extremes, $H^2/2$ for $\beta H\ll1$ and $H^2/6$ for $\beta H\gg1$. Well below the threshold, decay hardly changes the wafer flux.

For $H\gg1$ both hyperbolic functions approach $e^H/2$, and
\begin{equation}
J_w\simeq\frac{2k_sC_0}{1+\beta}\,e^{-h/\lambda}.
\label{eq:thick}
\end{equation}
Each further decay length of liquid costs a factor $e$. A faster surface cannot repair this: for $k_s\to\infty$ at fixed $h$, \eqref{eq:fluxes} tends to the finite value $DC_0/(\lambda\sinh H)$.

\section{A worked case}

Take the round model parameters $D=2\times10^{-9}\,\mathrm{m^2/s}$, $k=5\,\mathrm{s^{-1}}$, $k_s=2\times10^{-4}\,\mathrm{m/s}$ and $C_0=0.5\,\mathrm{mol/m^3}$. They are not measured ozone data. Then
\begin{equation}
\lambda=\sqrt{\frac{2\times10^{-9}}{5}}\,\mathrm{m}=20\,\mathrm{\mu m},\qquad
\beta=\frac{(2\times10^{-4})(20\times10^{-6})}{2\times10^{-9}}=2 .
\end{equation}
For $h=20\,\mathrm{\mu m}$, $H=1$, and with $k_sC_0=100\,\mathrm{\mu mol/(m^2\,s)}$,
\begin{equation}
J_w=\frac{100}{1.543+2\times1.175}=25.7,\qquad
J_{nd}=\frac{100}{1+2}=33.3\quad\mathrm{\mu mol/(m^2\,s)},
\end{equation}
so $\varphi=0.77$. Equation \eqref{eq:threshold} with $\beta=2$ has the root $H_*=1.839$. Both of its sides then equal $9.36$, and
\begin{equation}
h_*=1.839\times20\,\mathrm{\mu m}=36.8\,\mathrm{\mu m}.
\end{equation}
A finite-volume solution of \eqref{eq:bvp}, which does not use the closed formulas, gives the same threshold; see the numerical output. The fluxes below are in $\mathrm{\mu mol/(m^2\,s)}$.
\begin{center}
\begin{tabular}{rrrrrr}
$h$ ($\mathrm{\mu m}$) & $J_w$ & $J_{nd}$ & $J_0$ & $\varphi$ & $J_w/J_0$\\
5 & 65.1 & 66.7 & 75.3 & 0.976 & 0.864\\
20 & 25.7 & 33.3 & 54.7 & 0.771 & 0.469\\
36.8 & 10.7 & 21.4 & 50.8 & 0.500 & 0.210\\
60 & 3.32 & 14.3 & 50.1 & 0.233 & 0.066\\
100 & 0.449 & 9.09 & 50.0 & 0.049 & 0.009
\end{tabular}
\end{center}

The uptake $J_0$ says little about delivery. From 20 to $100\,\mathrm{\mu m}$ it changes by less than a tenth, while the wafer flux falls by a factor of 57. In a thick film the fraction in \eqref{eq:fluxes} tends to 1 and $J_0$ to $DC_0/\lambda=50\,\mathrm{\mu mol/(m^2\,s)}$: the gas then feeds the decay in the upper liquid and no longer senses the wafer. At $h_*$ an infinitely fast surface would receive $16.3\,\mathrm{\mu mol/(m^2\,s)}$, about 1.5 times the actual flux.

The share $J_w/J_0$ of absorbed ozone that reaches the wafer is a different quantity from $\varphi$. It is already below one half at $20\,\mathrm{\mu m}$, where delivery has lost less than a quarter. A slow surface under a thin film shows the difference more strongly. For $k_s=5\times10^{-6}\,\mathrm{m/s}$ and $h=6\,\mathrm{\mu m}$, with the other values kept, $H=0.3$ and $\beta=0.05$. The concentration is then nearly $C_0$ throughout the film. Decay consumes about $khC_0$ and the wafer about $k_sC_0$, in the ratio $30:5$, so about one seventh of the ozone should arrive. The full formula gives a share of $0.140$. Yet $\varphi=0.957$: the gas replaces what decays, and the wafer hardly notices the loss. As long as the gas holds $C_0$ fixed, large waste of ozone is therefore no proof that decay limits delivery. With a weak gas supply this changes, as shown in the last section.

With $D$ and $k_s$ fixed at the values of the main case, the threshold changes with the decay constant as follows.
\begin{center}
\begin{tabular}{rrrrr}
$k$ ($\mathrm{s^{-1}}$) & $\lambda$ ($\mathrm{\mu m}$) & $\beta$ & $H_*$ & $h_*$ ($\mathrm{\mu m}$)\\
0.05 & 200 & 20.0 & 2.13 & 426\\
0.5 & 63.2 & 6.32 & 2.04 & 129\\
5 & 20.0 & 2.00 & 1.84 & 36.8\\
50 & 6.32 & 0.632 & 1.58 & 9.99
\end{tabular}
\end{center}
The threshold falls somewhat faster than $k^{-1/2}$. The decay length supplies the factor $k^{-1/2}$; in addition $\beta$ falls as $k$ rises, and $H_*$ falls with it.

The decay constants used here are fast: $k=5\,\mathrm{s^{-1}}$ is a half-life of $0.14\,\mathrm{s}$. Ozone in clean, neutral or acidic water at room temperature lasts minutes or longer. For a half-life of 20 minutes, with the same $D$ and $k_s$, the threshold is about $4\,\mathrm{mm}$, and a film of tens of micrometres loses almost nothing to decay. A threshold of tens of micrometres needs a liquid that destroys ozone within a fraction of a second. Real ozone decay is moreover a chain reaction, for which a constant first-order $k$ is only an approximation.

\section{Second derivation: building the film slice by slice}

The flux can also be found without a concentration profile. Consider a film of thickness $s$ on the wafer. Because all rates are linear in concentration, the fluxes at its top and at the wafer are proportional to the concentration $C_t$ at its top:
\begin{equation}
J_{\rm top}=G(s)\,C_t,\qquad J_w=T(s)\,C_t .
\end{equation}
Here $G$ measures uptake and $T$ delivery. For $s=0$ only the bare surface remains, so $G(0)=T(0)=k_s$.

Now add a slice of thickness $\Delta$ at the gas side, and let $C_t$ be the concentration at the new top. The flux entering there is $G(s+\Delta)C_t$. To first order in $\Delta$, the slice removes $k\Delta C_t$ from the flux and lowers the concentration by $G(s+\Delta)C_t\Delta/D$. What is left acts on the old film, which responds with $G(s)$:
\begin{equation}
G(s+\Delta)C_t-k\Delta C_t
=G(s)\left[C_t-\frac{G(s+\Delta)C_t\,\Delta}{D}\right].
\end{equation}
Dividing by $C_t\Delta$ and letting $\Delta\to0$ gives the first of the equations
\begin{equation}
\frac{dG}{ds}=k-\frac{G^2}{D},\qquad
\frac{dT}{ds}=-\frac{GT}{D}.
\label{eq:riccati}
\end{equation}
The second follows in the same way from $T(s+\Delta)C_t=T(s)\,[C_t-GC_t\Delta/D]$. Decay does not appear in it directly. It acts by raising $G$: a film that consumes more ozone draws a larger flux through the added slice, and this steepens the concentration drop there.

\subsection{The flux again}

Set $x=s/\lambda$ and $G=(D/\lambda)g$. Since $D/\lambda=\sqrt{kD}$, the equations become
\begin{equation}
\frac{dg}{dx}=1-g^2,\quad g(0)=\beta,\qquad \frac{d\ln T}{dx}=-g .
\label{eq:g}
\end{equation}
For $\beta\neq1$, separation with $1/(1-g^2)=\tfrac12[1/(1+g)+1/(1-g)]$ gives
\begin{equation}
\frac{1+g}{1-g}=\frac{1+\beta}{1-\beta}\,e^{2x}.
\end{equation}
Solving for $g$ and multiplying numerator and denominator by $e^{-x}$,
\begin{equation}
g=\frac{(1+\beta)e^{x}-(1-\beta)e^{-x}}{(1+\beta)e^{x}+(1-\beta)e^{-x}}
=\frac{\sinh x+\beta\cosh x}{\cosh x+\beta\sinh x}=\frac{d\ln u}{dx}.
\end{equation}
For $\beta=1$ the solution is $g=1$, which the same formula contains. In that case the uptake does not depend on the film thickness at all, because the surface consumes ozone just as an endless depth of liquid would.

Since $d\ln T/dx=-d\ln u/dx$ and $u(0)=1$, it follows that $T=k_s/u$. With $C_t=C_0$ and $s=h$ this is $J_w$ of \eqref{eq:fluxes}, and $GC_0$ is $J_0$.

\subsection{The threshold as an accumulated excess}

Without decay, $dG_{nd}/ds=-G_{nd}^2/D$ gives $1/G_{nd}=1/k_s+s/D$. Nothing is lost on the way, so $T_{nd}=G_{nd}$. Subtracting the two logarithmic equations for $T$ and $T_{nd}$,
\begin{equation}
\frac{d\ln\varphi}{ds}=-\frac{G-G_{nd}}{D},
\qquad\text{so that}\qquad
\int_0^{h_*}\frac{G-G_{nd}}{D}\,ds=\ln2 .
\label{eq:ln2}
\end{equation}
The delivery ratio falls at a rate set by the extra uptake that decay causes, and the threshold is reached when this excess has accumulated to $\ln2$. The integrals are $\int_0^{h}G\,ds/D=\ln u(H)$ and $\int_0^{h}G_{nd}\,ds/D=\ln(1+\beta H)$. Therefore $u(H_*)/(1+\beta H_*)=2$, which is \eqref{eq:threshold}.

\section{What each derivation assumes}

Both use steady one-dimensional diffusion and first-order decay. They differ in what else they need, and so in how they can be extended.

\paragraph{The surface law.} The profile method needs linearity in the liquid but not at the wafer. If the surface consumes ozone at a rate $R(C_w)$, where $C_w=C(h)$, then \eqref{eq:general} holds with $a=C_w$ and $b=\lambda R(C_w)/D$, and the gas-side condition becomes
\begin{equation}
C_0=C_w\cosh H+\frac{\lambda}{D}R(C_w)\sinh H .
\end{equation}
This is one equation for $C_w$, and $J_w=R(C_w)$. The slice method in the form given here fails for such a surface, because $G$ and $T$ would depend on concentration. The threshold would then in general depend on $C_0$ as well.

\paragraph{Uniformity of the liquid.} The hyperbolic profile in the form \eqref{eq:general}, with a single length $\lambda$, needs constant $D$ and $k$. The slice equations \eqref{eq:riccati} do not: each added slice may carry its own $D(s)$ and $k(s)$, as when the temperature or the pH varies across the film. Equation \eqref{eq:ln2} also remains valid, with $G_{nd}$ computed for the same $D(s)$, and a threshold exists if the integral reaches $\ln2$.

\paragraph{The gas side.} The slice method takes in a gas-side resistance at once. Let the supply be $J_0=k_g(C_{eq}-C_0)$, where $C_{eq}$ is the concentration in equilibrium with the bulk gas and $k_g$ the transfer coefficient in liquid units. With $J_0=GC_0$,
\begin{equation}
C_0=\frac{C_{eq}}{1+G/k_g},\qquad
\frac{J_w}{J_{nd}}=\varphi\,\frac{1+G_{nd}/k_g}{1+G/k_g}.
\end{equation}
Decay makes $G>G_{nd}$: the difference starts at zero and obeys $d(G-G_{nd})/ds=k-(G+G_{nd})(G-G_{nd})/D$, which is positive whenever the difference vanishes. The new factor is therefore below 1. Decay now also depletes the gas side of the film, and the threshold is thinner than \eqref{eq:threshold} states. For $k_g\to0$ the ratio tends to $\varphi\,G_{nd}/G=T/G$, since $T_{nd}=G_{nd}$. This is the share $J_w/J_0$: when the supply is fixed by the gas side, all ozone that decays is lost to the wafer.

\paragraph{The steady state.} Both methods need the film to have settled. A deviation from the steady profile vanishes at $z=0$ and obeys the surface condition at $z=h$. Its modes are $\sin(\mu z/h)\,e^{-rt}$ with
\begin{equation}
r=k+\frac{D\mu^2}{h^2},\qquad \mu\cot\mu=-\frac{k_sh}{D},
\end{equation}
and the slowest has $\pi/2<\mu<\pi$. In the worked case at $h_*$, $\mu=2.54$ and $r=5+9.5=14.5\,\mathrm{s^{-1}}$, a relaxation time of $0.07\,\mathrm{s}$. This rate holds for fixed $C_0$; a gas-side resistance makes the relaxation slower. The steady result applies if the film thickness and the gas supply change slowly on this scale. It fails for liquid that is renewed faster, and for films stirred across their thickness, where diffusion is no longer the carrier.

\section*{Computed values}
\begin{verbatim}
Round model parameters
diffusivity D = 2.0e-09 m^2/s
decay constant k = 5.0 1/s
surface rate constant ks = 2.0e-04 m/s
gas-side concentration C0 = 0.50 mol/m^3
decay length lam = 20.00 um
surface number beta = 2.000 (dimensionless)
slow-surface limit of H* = 1.3170 (dimensionless)
fast-surface limit of H* = 2.1773 (dimensionless)
H* from formula = 1.8390 (dimensionless)
threshold h* from formula = 36.78 um
threshold h* from finite volumes = 36.78 um
Fluxes in umol/(m^2 s); ratio = Jw/Jnd; share = Jw/J0
h =   5.00 um: Jw =  65.077, Jnd =  66.667, J0 =  75.341, ratio = 0.9762, share = 0.8638
h =  20.00 um: Jw =  25.684, Jnd =  33.333, J0 =  54.724, ratio = 0.7705, share = 0.4693
h =  36.78 um: Jw =  10.688, Jnd =  21.376, J0 =  50.850, ratio = 0.5000, share = 0.2102
h =  60.00 um: Jw =   3.322, Jnd =  14.286, J0 =  50.083, ratio = 0.2325, share = 0.0663
h = 100.00 um: Jw =   0.449, Jnd =   9.091, J0 =  50.002, ratio = 0.0494, share = 0.0090
fast-surface flux cap at h* = 16.309 umol/(m^2 s)
transient root mu at h* = 2.5376 rad
slowest relaxation rate at h* = 14.520 1/s
relaxation time at h* = 0.0689 s
Threshold for other decay constants, same D and ks
k =  0.05 1/s: lam =  200.00 um, beta =  20.000, H* = 2.1295, h* =  425.89 um
k =  0.50 1/s: lam =   63.25 um, beta =   6.325, H* = 2.0391, h* =  128.96 um
k =  5.00 1/s: lam =   20.00 um, beta =   2.000, H* = 1.8390, h* =   36.78 um
k = 50.00 1/s: lam =    6.32 um, beta =   0.632, H* = 1.5792, h* =    9.99 um
Slow surface: ks = 5.0e-06 m/s, h = 6.0 um, beta = 0.050
slow surface: delivered share of absorbed ozone = 0.1401
slow surface: flux ratio Jw/Jnd = 0.9570
\end{verbatim}
